Permeable steps on a periodic ring of three terraces

**Problem**

A vicinal surface grows by step flow. Its straight steps repeat with a period of three terraces. Step i advances toward +x; terrace i, of width l_i, lies ahead of it and terrace i−1 lies behind it. Indices are cyclic, so i+3 means i. Adatoms arrive at rate F, diffuse with diffusivity D, and can attach to a step from either side. They can also cross a step without attaching, which is called permeability.

Does permeability change the step velocities? In particular, does the velocity of step 1, which borders terraces 3 and 1, depend on the width of terrace 2? Answer first for attachment so fast that both edges of every step hold the equilibrium adatom density, then for slow attachment.

In a ring of three, every terrace borders the other two, so the question concerns a step and the one terrace it does not touch. The three widths are varied independently. If the period were held fixed, l₂ would be fixed by l₁ and l₃, and the question would lose its meaning.

**The model**

Let θ be the adatom coverage, so that a full layer has θ = 1. With F in layers per second, a current Dθ′ has the unit nm/s and is directly a contribution to step velocity. Desorption and island nucleation are left out, and the adatom profile is taken to follow the slowly moving steps without delay:

D θ″ + F = 0.

At step i let θ₊ and θ₋ be the coverages just ahead and just behind, and e_i the equilibrium coverage. The currents leaving the terrace ahead and the terrace behind are

A_i = Dθ′(ahead) = K₊(θ₊ − e_i) + P(θ₊ − θ₋),
B_i = −Dθ′(behind) = K₋(θ₋ − e_i) + P(θ₋ − θ₊).

K₊ and K₋ are attachment velocities and P is the permeability, all in nm/s. The signs make A_i and B_i positive when adatoms leave their terrace.

**A tempting solution**

Add the two currents. The permeability terms cancel:

v_i = A_i + B_i = K₊(θ₊ − e_i) + K₋(θ₋ − e_i).

An adatom that crosses a step does not advance it, so P seems irrelevant. Each terrace collects F l_i per second and, its density profile being a symmetric parabola, gives half to each edge. Therefore

v_i = F(l_{i−1} + l_i)/2,

whatever K₊, K₋ and P may be, and the third terrace never matters.

**Where it fails**

The cancellation is correct, but it removes P from the formula and not from the densities θ₊ and θ₋ that the formula contains. The error enters with the symmetric parabola. To see this, integrate once across terrace i, with x measured from its left edge:

Dθ′(x) = A_i − F x.

A second integration from 0 to l_i gives

D(θ_right − θ_left) = A_i l_i − F l_i²/2.

Define q_i = D(θ_right − θ_left)/l_i. Then

A_i = F l_i/2 + q_i.

The current out of the right edge is the rest of the supply:

B_{i+1} = F l_i − A_i = F l_i/2 − q_i.

The equal split needs q_i = 0, that is, equal densities at the two ends of the terrace. Nothing guarantees this when attachment is slow. The correct velocity is

v_i = F(l_{i−1} + l_i)/2 + q_i − q_{i−1},

and the q_i must be found.

**The right solution**

Write u₊ = θ₊ − e_i and u₋ = θ₋ − e_i. The edge laws become

A_i = (K₊ + P)u₊ − P u₋,
B_i = −P u₊ + (K₋ + P)u₋.

Their determinant is (K₊ + P)(K₋ + P) − P², or

Δ = K₊K₋ + P(K₊ + K₋).

Inverting the pair gives

u₊ = [(K₋ + P)A_i + P B_i]/Δ,
u₋ = [P A_i + (K₊ + P)B_i]/Δ.

The right end of terrace i lies behind step i+1 and its left end lies ahead of step i. Hence

l_i q_i/D = e_{i+1} − e_i + u₋(step i+1) − u₊(step i).

The last two terms, multiplied by Δ, are

P A_{i+1} + (K₊ + P)B_{i+1} − (K₋ + P)A_i − P B_i.

Insert A_{i+1} = F l_{i+1}/2 + q_{i+1}, B_{i+1} = F l_i/2 − q_i, A_i = F l_i/2 + q_i and B_i = F l_{i−1}/2 − q_{i−1}. The sum is

P(q_{i+1} + q_{i−1}) − (K₊ + K₋ + 2P)q_i + (F/2)[P(l_{i+1} − l_{i−1}) + (K₊ − K₋)l_i].

Three lengths now shorten the result:

Λ = DP/Δ, R = D(K₊ + K₋)/Δ, S = D(K₊ − K₋)/Δ.

Multiplying the equation for l_i q_i/D by D and collecting the q terms on the left gives

(l_i + R + 2Λ)q_i − Λ(q_{i+1} + q_{i−1}) = b_i,
b_i = D(e_{i+1} − e_i) + (F/2)[Λ(l_{i+1} − l_{i−1}) + S l_i].

For given e_i, terraces are coupled through Λ alone. In a ring of three, q_{i+1} + q_{i−1} = Q − q_i with Q = q₁ + q₂ + q₃. With m_i = l_i + R + 3Λ,

q_i = (b_i + ΛQ)/m_i.

Summing over i and solving for Q gives

Q = Σ(b_i/m_i) / (1 − Λ Σ 1/m_i).

Since m_i > 3Λ, the three terms Λ/m_i add up to less than 1, and the denominator is positive.

**Both edges at equilibrium**

Let K₊ and K₋ both grow without limit. Dropping one positive term or the other from Δ shows that, for every P,

Λ < D/(K₊ + K₋), R ≤ D(1/K₊ + 1/K₋), |S| ≤ R.

All three lengths vanish, however large P is. What remains is

q_i = D(e_{i+1} − e_i)/l_i,

which contains no P. The coefficients in u₊ and u₋ vanish in the same way, so the edge densities are e_i and the whole profile is free of P. If all e_i are equal, then q_i = 0 and the tempting formula is right.

This does not mean that no adatoms cross. From the inverted edge laws, the current across a step is

P(θ₊ − θ₋) = P(K₋A_i − K₊B_i)/Δ.

For K₊ = K₋ = P it equals (A_i − B_i)/3, however large K is. Attachment and detachment at the two edges compensate for it, and neither the densities nor the velocities show it.

**Slow attachment**

From here on all e_i are equal. Without permeability, Λ = 0 and

q_i = F S l_i/[2(l_i + R)].

This depends on l_i alone, so step i responds only to the two terraces it borders. Slow attachment by itself does not produce the coupling.

Now let K₊, K₋ and P all be small compared with D/l. Then R is much larger than the widths, and every m_i tends to R + 3Λ. The Q terms cancel in the difference:

q_i − q_{i−1} = (b_i − b_{i−1})/(R + 3Λ).

Because l_{i−2} = l_{i+1} in this ring,

b_i − b_{i−1} = (F/2)[Λ(2l_{i+1} − l_i − l_{i−1}) + S(l_i − l_{i−1})].

The untouched terrace l_{i+1} has appeared, and

∂v_i/∂l_{i+1} = FΛ/(R + 3Λ) = F P/(K₊ + K₋ + 3P).

The response vanishes for P much smaller than K₊ + K₋ and approaches F/3 for P much larger.

A second limit is K₊, K₋ → 0 in fixed ratio, with P fixed at any positive value. Then Λ → ∞ while R and S stay finite. The equation for q_i keeps the differences between the q_i finite. Its sum over the ring, in which Λ cancels, is Σ(l_i + R)q_i = (F S/2)Σl_i, and this keeps the q_i themselves finite. Dividing the equation for q_i by Λ therefore leaves

3q_i − Q = (F/2)(l_{i+1} − l_{i−1}).

Subtracting the same equation for i−1 gives

q_i − q_{i−1} = (F/6)(2l_{i+1} − l_i − l_{i−1}),

and therefore

v_i = F(l₁ + l₂ + l₃)/3.

Adatoms cross many steps before they attach. The terraces then act as one reservoir, from which all steps draw equally.

**Numbers**

Take round, rough values for step-flow molecular-beam epitaxy of a semiconductor: 1000 K, F = 0.1 layers per second, and widths of 20, 30 and 50 nm. For hops on a square lattice, D = (a²ν/4) exp(−E/kT). A lattice length a of 0.4 nm, an attempt rate ν of 10¹³ per second, counted over all four hop directions together, and a diffusion barrier E of 1.0 eV give D = 3.65×10⁶ nm²/s. Each of K₊, K₋ and P is taken as (D/a) exp(−E′/kT), where E′ is the extra barrier of that process. Extra barriers of 0.55 eV (attachment from ahead), 0.60 eV (attachment from behind) and 0.35 eV (crossing) give

K₊ = 15 430 nm/s, K₋ = 8637 nm/s, P = 157 100 nm/s.

From these, Λ = 146.5 nm, R = 22.4 nm and S = 6.33 nm. For terrace 1,

m₁ = 20 + 22.4 + 3 × 146.5 = 481.9 nm,
b₁ = 0.05 × [146.5 × (30 − 50) + 6.33 × 20] = −140.2 nm²/s.

Likewise m₂ = 491.9 and m₃ = 511.9 nm, b₂ = 229.2 and b₃ = −57.4 nm²/s. The sum formula gives Q = 0.562 nm/s, so

q₁ = (−140.2 + 146.5 × 0.562)/481.9 = −0.120 nm/s,

with q₂ = 0.633 and q₃ = 0.049 nm/s. The velocities are

v₁ = 3.5 − 0.120 − 0.049 = 3.33 nm/s,
v₂ = 2.5 + 0.633 + 0.120 = 3.25 nm/s,
v₃ = 4.0 + 0.049 − 0.633 = 3.42 nm/s.

They add up to F(l₁ + l₂ + l₃) = 10 nm/s, as conservation of adatoms demands. The tempting formula gives 3.5, 2.5 and 4.0 nm/s. With the same K₊ and K₋ but P = 0, the velocities are 3.12, 2.63 and 4.25 nm/s, so permeability has nearly equalized the steps. The excess coverages at the six edges lie between 1.35×10⁻⁴ and 1.43×10⁻⁴, close to the single reservoir of the second limit.

Now widen terrace 2 by 10 nm and keep the other two widths. Step 1 speeds up by 0.30 nm/s, although it does not touch that terrace. The small-K, small-P formula would give 0.32 nm/s. It is about 7% too high because it neglects the widths against R + 3Λ = 462 nm, a length set here mainly by K₊ + K₋. The gap stays near 7% when P is raised a hundredfold, and it falls below 1% when K₊ and K₋ are reduced tenfold. With P = 0 the response is zero.

For fast attachment, remove both attachment barriers and keep D, F and P. Then K₊ = K₋ = 9.1×10⁶ nm/s, and the same widening changes v₁ by 0.0002 nm/s. Even if P is raised to 1000 times this K, no velocity of the original ring moves by more than 0.02 nm/s from its impermeable value.

These fast-attachment figures take all e_i equal. Elastic step repulsion makes the e_i depend on the widths. With a rough repulsion strength of 0.05 eV nm and an adatom formation energy of 0.5 eV, it changes the fast-attachment velocities by up to 0.03 nm/s. With repulsion between nearest steps only, widening terrace 2 then slows step 1 by about 0.001 nm/s, both for P = 0 and for P = 157 100 nm/s. Summing the repulsion over all steps reduces this to 0.0008 and 0.0005 nm/s. With such width-dependent e_i, the independence from the untouched terrace is therefore only approximate.

**Terraces that are truly not neighbours**

The equation for q_i before the three-terrace closure holds for a ring of any length. In a long ring of equal widths l, far from one altered terrace, the deviation of q_i from its uniform value obeys the equation with b_i = 0. A trial solution proportional to λ^i gives

λ + 1/λ = 2 + (l + R)/Λ.

With l = 33.3 nm and the slow permeable parameters, the right side is 2.38 and λ = 0.54. The disturbance falls by roughly half per terrace, so it reaches steps several terraces away. When Λ → 0, λ → 0 and this reach disappears.

**The model beside real growth**

The barriers are order-of-magnitude choices for this growth regime and describe no particular material. For the slow permeable case, and with equally rough inputs, desorption, adatoms swept up by the moving steps and elastic step repulsion each change the velocities by less than 0.002 nm/s. The desorption figure assumes a barrier of 3.0 eV; the change grows to 0.008 nm/s at 2.8 eV and to 0.27 nm/s at 2.5 eV. The adatoms relax within about 2 ms while a layer takes 10 s. The estimated nucleation barrier is 55 kT for a step energy of 0.2 eV/nm and an adatom formation energy of 0.5 eV, but it depends steeply on both. It drops to 18 kT for a formation energy of 0.6 eV, to 7 kT for 0.7 eV, and to 14 kT for a step energy of 0.1 eV/nm. In the last two cases islands would form and the step-flow model would no longer apply. Within step flow, the response also depends on the uncertain barriers for crossing and attachment. Real steps are not uniformly straight, and their kink density affects how easily adatoms cross. Changing the crossing barrier by 0.1 eV, a factor of about 3 in P, moves the response of step 1 from 0.30 to 0.31 or 0.27 nm/s. Lowering both attachment barriers by 0.1 eV has a larger effect and moves the response to 0.23 nm/s; raising both moves it to 0.32 nm/s. Anisotropic diffusion and steps of alternating kind, which occur on some reconstructed surfaces, would need separate D, K and P for each terrace or step, and strict alternation also needs an even number of steps per period; their effect is not estimated here. The numerical output lists the remaining inputs and most of the results.

Numbers as computed

```
temperature 1000 K, kT 0.08617 eV
lattice length 0.4 nm, attempt rate 1e+13 1/s
deposition rate F 0.1 ML/s
diffusion barrier 1.0 eV, adatom formation 0.5 eV
extra attachment barriers ahead, behind 0.55, 0.6 eV
extra permeation barrier 0.35 eV
terrace widths 1,2,3: 20, 30, 50 nm
D 3.65e+06 nm2/s, equilibrium coverage 0.003021
slow K ahead, behind 1.543e+04, 8637 nm/s
P 1.571e+05 nm/s, fast K (both sides) 9.125e+06 nm/s
D/K ahead, behind, D/P: 236.6, 422.6, 23.23 nm
slow: Lambda, R, S 146.5, 22.44, 6.332 nm
slow: m 1,2,3 481.94, 491.94, 511.94 nm
slow: b 1,2,3 -140.17, 229.25, -57.419 nm2/s
slow: Q 0.56235 nm/s
slow: q 1,2,3 -0.1199, 0.63348, 0.048764 nm/s
fast, P=0: v of steps 1,2,3 3.5, 2.5, 4 nm/s
fast, P>0: v of steps 1,2,3 3.4997, 2.5006, 3.9996 nm/s
slow, P=0: v of steps 1,2,3 3.1181, 2.631, 4.2509 nm/s
slow, P>0: v of steps 1,2,3 3.3313, 3.2534, 3.4153 nm/s
terrace 2 widened by 10 nm, change of v of step 1:
  fast, P=0: below 1e-6 nm/s
  fast, P>0: 0.0002257 nm/s
  slow, P=0: below 1e-6 nm/s
  slow, P>0: 0.2955 nm/s
  small-K,P formula 0.3171 nm/s
  K to 0 limit 0.3333 nm/s
largest effect of P on v, fast 0.000645 nm/s
same, fast with P = 1000 K 0.0195 nm/s
largest effect of P on v, slow 0.8356 nm/s
slow: excess coverage ahead 0.0001357, 0.0001353, 0.0001427
slow: excess coverage behind 0.0001434, 0.000135, 0.0001405
slow: current crossing steps backward -1.213, 0.04605, 0.3469 nm/s
long ring, mean width 33.33 nm: decay factor 0.5447
neglected effects, slow permeable case:
  desorption barrier 3.0 eV, rate 0.0076 1/s
  desorption changes v by at most 0.00082 nm/s
  swept adatoms change v by at most 0.00025 nm/s
  repulsion strength 0.05 eV nm
  repulsion changes v by at most 0.0015 nm/s
  step energy 0.2 eV/nm, peak coverage 0.003172
  critical island radius 7.58 nm
  nucleation barrier 4.76 eV = 55.3 kT
  islands per (50 nm)^2 per monolayer time 3e-17
  relaxation time 0.0021 s, monolayer time 10 s
permeation barrier -0.1, +0.1 eV: change of v of step 1
  on widening terrace 2: 0.3051, 0.2682 nm/s
```
